# Field-induced gap and thermal on-off ratio of bilayer graphene

## Problem

In AB-stacked bilayer graphene a perpendicular field gives the two layers the electron energies $+U/2$ and $-U/2$. The in-plane nearest-neighbour hopping is $g_0$. The interlayer hopping $t$ acts between the two sites that lie on top of each other.

(a) Show that the band gap is $E_g=Ut/\sqrt{U^2+t^2}$, and find where its saturation at $t$ holds.

(b) Relate $U$ to the applied field.

(c) Estimate the best on-off ratio of a ballistic channel at 300 K.

Use the round model parameters $g_0=3$ eV, $t=0.4$ eV, lattice constant $a=0.25$ nm and layer distance $d=0.34$ nm. Energies are in eV and lengths in nm. Other hoppings, and interactions beyond the electrostatic screening in (b), are left out.

## Solution

### (a) The gap

Order the sites as $A_1,B_1,A_2,B_2$, with $B_1$ above $A_2$. For Bloch vector $\mathbf k$,

$$H=\begin{pmatrix}U/2&q&0&0\\ q^*&U/2&t&0\\ 0&t&-U/2&q\\ 0&0&q^*&-U/2\end{pmatrix},\qquad q=g_0f(\mathbf k),\quad f=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}.$$

The sites form a chain, so the phases of the hoppings can be absorbed into the basis states. The energies depend only on $x=|q|^2$, where $0\le x\le 9g_0^2$.

Put $\alpha=U/2-E$ and $\beta=-U/2-E$. The determinant of this tridiagonal matrix gives

$$\det(H-E)=(\alpha^2-x)(\beta^2-x)-t^2\alpha\beta=0 .$$

Since $\alpha^2+\beta^2=2(E^2+U^2/4)$ and $\alpha\beta=E^2-U^2/4$,

$$x^2-2x\left(E^2+\tfrac{U^2}{4}\right)+\left(E^2-\tfrac{U^2}{4}\right)\left(E^2-\tfrac{U^2}{4}-t^2\right)=0. \tag{1}$$

Rather than solving for $E$ and minimizing over $x$, solve for $x$ at given $E$. The quantity under the root is

$$\left(E^2+\tfrac{U^2}{4}\right)^2-\left(E^2-\tfrac{U^2}{4}\right)^2+t^2\left(E^2-\tfrac{U^2}{4}\right)=E^2U^2+t^2E^2-\tfrac{t^2U^2}{4},$$

so that

$$x_\pm=E^2+\tfrac{U^2}{4}\pm\sqrt{E^2(U^2+t^2)-\tfrac{U^2t^2}{4}} . \tag{2}$$

A state needs real $x$, hence $|E|\ge Ut/(2\sqrt{U^2+t^2})$. Equality is reached at

$$x_0=\frac{U^2}{4}\left(\frac{t^2}{U^2+t^2}+1\right)=\frac{U^2(U^2+2t^2)}{4(U^2+t^2)},$$

provided that $x_0\le 9g_0^2$. Equation (1) contains only $E^2$, so the spectrum is symmetric about zero. At $E=0$ its left side is $(x-U^2/4)^2+t^2U^2/4>0$, so no level crosses zero. Two bands lie below zero and are filled in the neutral crystal. The gap is twice the edge energy:

$$E_g=\frac{Ut}{\sqrt{U^2+t^2}} .$$

For $U\ll t$ the gap is $U$. For $U\gg t$ it approaches $t$, for a simple reason. The upper cone of the low-energy layer then meets the lower cone of the other layer at $|q|=U/2$. Each of these states has amplitude of magnitude $1/\sqrt2$ on its stacked site, so their coupling is $t/2$ and their splitting is $t$. At the Dirac point itself, $x=0$, the inner levels are $\pm U/2$, and their separation never saturates.

The saturation is a plateau. It ends when $x_0=9g_0^2$, at $U=18$ eV for these parameters, because the two cones then no longer meet. At 1.2 times this value the lattice model has a gap of 3.6 eV, well above $t$. No device comes near this region. The practical limit is the slow approach to the plateau: a gap of $0.9t$ already needs $U=0.83$ eV.

### (b) From applied field to $U$

$U$ is the screened energy difference. To find the charge that screens it, expand (1) in powers of $E^2$:

$$E^4-E^2\left(2x+\tfrac{U^2}{2}+t^2\right)+R=0,\qquad R=\left(x-\tfrac{U^2}{4}\right)^2+\tfrac{t^2U^2}{4}.$$

The two positive levels $E_1,E_2$ therefore have $E_1^2+E_2^2=2x+U^2/2+t^2$ and $E_1E_2=\sqrt R$. Their sum $S$ obeys

$$S^2=t^2+\tfrac{U^2}{2}+2x+2\sqrt R ,$$

and the filled levels have total energy $-S$. Because $\partial H/\partial U$ is half the difference of the occupations of layers 1 and 2, the Hellmann–Feynman theorem gives $(n_1-n_2)/2=-\partial S/\partial U$. The imbalance per $\mathbf k$ and spin is

$$p=n_2-n_1=\frac1S\frac{\partial S^2}{\partial U}=\frac US\left[1+\frac{t^2/2-x+U^2/4}{\sqrt R}\right],$$

where $\partial R/\partial U=U(t^2/2-x+U^2/4)$ was used.

Near a Dirac point the phases in $f$ are $\pm2\pi/3$. With $u=\mathbf a_1\cdot\delta\mathbf k$ and $w=\mathbf a_2\cdot\delta\mathbf k$, expanding $f$ to first order in $\delta\mathbf k$ gives $|f|^2=u^2+w^2-uw=\tfrac34a^2\delta k^2$, since the lattice vectors have length $a$ and enclose $60^\circ$. Thus $x=(\hbar v\,\delta k)^2$ with $\hbar v=\tfrac{\sqrt3}{2}ag_0=0.65$ eV nm. From here on $k$ is measured from the Dirac point. Two spins and two valleys give

$$\delta n=4\int\frac{k\,dk}{2\pi}\,p=\frac{1}{\pi(\hbar v)^2}\int_0^\infty p\,dx .$$

Layer 2 carries $\delta n/2$ extra electrons per area and layer 1 lacks as many. These two sheets produce a field $e\,\delta n/(2\varepsilon_0)$ between them, opposed to the applied one. With $F=D/\varepsilon_0$, where $D$ is the displacement field,

$$U=ed\left(F-\frac{e\,\delta n}{2\varepsilon_0}\right).$$

This must be solved self-consistently. At $F=2$ V/nm the unscreened value $eFd=0.68$ eV falls to $U=0.30$ eV, with $\delta n=0.12$ nm$^{-2}$. The gap is then $0.30\times0.40/0.50=0.24$ eV. The screening here is that of the filled bands at zero temperature. At 300 K thermal carriers weaken it slightly: at 1 V/nm $U$ rises from 0.143 to 0.146 eV, which raises $e^{E_g/kT}$ by about 10%. At 2 and 3 V/nm, thermal occupation and summing over the lattice zone instead of the Dirac cones change $e^{E_g/kT}$ by about 1% or less.

### (c) The on-off ratio

**Counting modes.** At energy $E$ each positive root of (2) gives a circle of radius $K_j=\sqrt{x_j}/\hbar v$. A line of fixed transverse wave number $|k_y|<K_j$ cuts the circle twice, and one of the two states moves to the right. This holds whether the velocity on the circle points outwards or inwards; it points inwards on the inner circle of the lowest conduction band and on the outer circle of the highest valence band. Per width, spin and valley there are

$$M(E)=\sum_j\frac{2K_j}{2\pi}=\frac1\pi\sum_jK_j$$

modes. At the band edge both radii equal $\sqrt{x_0}/\hbar v$, so $M$ starts with a finite step. For small bias the conductance per width is

$$\frac GW=\frac{4e^2}{h}\int M(E)\left(-\frac{\partial f_T}{\partial E}\right)dE,$$

where $f_T$ is the Fermi function. For the estimates, treat $M$ as constant within the bands. States above an energy $E_0$ then contribute $Mf_T(E_0)$, with $E_0$ measured from the Fermi level.

"Best" depends on what the contacts supply. Both cases below assume interfaces that fully transmit every mode open on both sides. They neglect tunnelling along the channel, disorder and contact resistance, and keep $U$ fixed during switching.

**Gapless contacts** supply electrons and holes. If the Fermi level is $\delta$ away from midgap, and still several $kT$ from either edge, the integral is

$$M\left[e^{-(E_g/2-\delta)/kT}+e^{-(E_g/2+\delta)/kT}\right]=2Me^{-E_g/2kT}\cosh(\delta/kT).$$

It is least at midgap. With the Fermi level several $kT$ inside a band the integral is $M$, so

$$\frac{G_{\rm on}}{G_{\rm off}}\approx\tfrac12e^{E_g/2kT}.$$

**Gapped contacts**, made of the same bilayer under separate gates, can do better. Place the conduction edge of the contact at the Fermi level, and raise the channel until its valence edge is there too. The two gaps then lie end to end and block the window from $-E_g$ to $+E_g$. What remains is $2Me^{-E_g/kT}$. In the on state the bands of contact and channel are aligned, with the edge at the Fermi level, and the integral is $Mf_T(0)=M/2$. Hence

$$\frac{G_{\rm on}}{G_{\rm off}}\approx\tfrac14e^{E_g/kT}.$$

Move the common edge a distance $\delta$ below the Fermi level and put $u=e^{\delta/kT}$. The on integral becomes $Mf_T(-\delta)=Mu/(1+u)$. The blocked window runs from $-E_g-\delta$ to $E_g-\delta$, so the off integral becomes $Me^{-E_g/kT}(u+1/u)$. The ratio above is therefore multiplied by $4u^2/[(1+u)(1+u^2)]$, which equals 1 at $u=1$. The maximum, at $u^3=u+2$, gains only about a tenth. If the channel is raised further, its valence band overlaps the conduction band of the contact. With full transmission, a further $2kT$ at $F=2$ V/nm would multiply the off current by about 1900. That current has to cross the gap inside the junction, so it is band-to-band tunnelling and depends on how sharp the junction is. For one linear potential ramp the factor is about 500 if abrupt, 160 over 10 nm, 6 over 20 nm and 0.6 over 40 nm. End-to-end gaps are therefore the best off state only for short junctions. With ramps of 40 to 60 nm, the contact edge $2kT$ below the Fermi level and the channel's valence edge $2kT$ above it, the ratio at 2 V/nm reaches $2.5\times10^4$ to $4.6\times10^4$.

**Numbers.** At 300 K, $kT=0.02585$ eV. For $F=2$ V/nm, $E_g/kT=9.28$, and the estimates are $\tfrac12e^{4.64}=52$ and $\tfrac14e^{9.28}=2.7\times10^3$. The table compares such estimates with the full integrals over $M(E)$. For gapless contacts the on state has the Fermi level $5kT$ inside the band. For gapped contacts in the off state, the transmission at each $k_y$ is taken as the smaller of the two mode numbers.

| $F$ (V/nm) | $U$ (eV) | $E_g$ (eV) | Gapless: integral / estimate | Gapped: integral / estimate |
|---|---|---|---|---|
| 1 | 0.14 | 0.13 | 12 / 7 | 52 / 46 |
| 2 | 0.30 | 0.24 | 64 / 52 | 3400 / 2700 |
| 3 | 0.45 | 0.30 | 160 / 160 | 33000 / 25000 |
| plateau | $\gg t$ | 0.40 | – / 1150 | – / $1.3\times10^6$ |

The gapless estimate is low by nearly a factor of two at 1 V/nm, because $M$ is not constant there. From (2), $\pi\hbar vM$ is 0.20 eV at the band edge. It falls to $U=0.14$ eV at $|E|=U/2$, where the inner circle closes ($x_-=0$, $x_+=U^2$), and then grows to 0.35 eV at $5kT$ above the edge. At 3 V/nm the three values are 0.54, 0.45 and 0.52 eV. $M$ is not constant there either, and the close agreement of estimate and integral is an accident of the field and of the $5kT$ choice. Because $M$ keeps growing above $U/2$, a deeper on state would raise the gapless integrals further, so those entries refer to the $5kT$ shift. Without a gap, the same $5kT$ shift of the Fermi level gives a ratio of 2.2.

**Answer.** The saturated gap would allow about $10^3$ with gapless contacts and about $10^6$ with gapped ones whose gaps lie end to end. These are limits of large $U$, and even 3 V/nm leaves $U$ at about half of what a gap of $0.9t$ requires. That gap needs about 6 V/nm, or about 1.8 V/nm inside a boron nitride gate dielectric ($\varepsilon_r\approx3.4$), beyond its breakdown near 1 V/nm; 3 V/nm is already close to that limit. At 2 to 3 V/nm the model gives roughly 60 to 160 and $3\times10^3$ to $3\times10^4$. Tunnelling through the gap and disorder states inside it would add off current, and contact resistance would reduce the on current, so these are thermal estimates for a clean, long channel. The gapped values refer to end-to-end gaps and are not a ceiling, since long graded junctions can exceed them. The model also overstates real gaps: optical measurements give about 0.25 eV near 3 V/nm, for which the two estimates drop to about 60 and $4\times10^3$.

The numerical check compares the gap, the layer imbalance and the mode count with direct diagonalization.

## Calculated quantities

```
in-plane hopping g0 = 3.0 eV, interlayer hopping t = 0.4 eV
lattice constant = 0.25 nm, layer distance = 0.34 nm
hbar*velocity = 0.6495 eV nm
temperature = 300 K, kT = 0.02585 eV
gap at U = t: 0.2828 eV
U for a gap of 0.9 t: 0.8259 eV
whole-zone grid gap at U = 1 eV: 0.3715 eV
formula gap at U = 1 eV: 0.3714 eV
end of plateau: U = 18.00 eV
lattice gap at 1.2 times that U: 3.62 eV
on-off ratio without gap (U = 0): 2.24
--- applied field F = 1.0 V/nm ---
unscreened U = 0.340 eV, screened U = 0.1429 eV
layer imbalance = 0.0641 electrons/nm^2
gap = 0.1346 eV, gap/kT = 5.21
gapless contacts: on 26.306 mS/um, off 2114.798 uS/um
  on-off ratio: integral 12.4, estimate 6.75
gapped contacts: on 8.306 mS/um, off 160 uS/um
  on-off ratio: integral 52, estimate 45.6
  off current factor if channel raised 2kT more: 31.4
--- applied field F = 2.0 V/nm ---
unscreened U = 0.680 eV, screened U = 0.3000 eV
layer imbalance = 0.1235 electrons/nm^2
gap = 0.2400 eV, gap/kT = 9.28
gapless contacts: on 33.236 mS/um, off 520.685 uS/um
  on-off ratio: integral 63.8, estimate 51.9
gapped contacts: on 13.496 mS/um, off 3.98 uS/um
  on-off ratio: integral 3.39e+03, estimate 2.69e+03
  off current factor if channel raised 2kT more: 1.92e+03
--- applied field F = 3.0 V/nm ---
unscreened U = 1.020 eV, screened U = 0.4464 eV
layer imbalance = 0.1865 electrons/nm^2
gap = 0.2979 eV, gap/kT = 11.52
gapless contacts: on 39.679 mS/um, off 249.857 uS/um
  on-off ratio: integral 159, estimate 159
gapped contacts: on 19.700 mS/um, off 0.594 uS/um
  on-off ratio: integral 3.32e+04, estimate 2.53e+04
  off current factor if channel raised 2kT more: 2.26e+04
--- plateau limit, gap = t ---
gapless contacts, exp(t/2kT)/2 = 1.15e+03
gapped contacts, exp(t/kT)/4 = 1.31e+06
```
